Why second-Born dynamics of a driven Hubbard dimer settles artificially

Two electrons of opposite spin are held on one site of a two-site cluster. At t = 0 they are released. The cluster is closed, so its exact state keeps moving, and the density on site 1 swings for as long as one watches. When the same release is computed from the Kadanoff-Baym equations with the self-consistent second-Born self-energy, the swing dies within some tens of hopping times and the density becomes nearly constant. No reservoir is present. The ingredients of the approximation are examined below one at a time, to find which of them acts as the reservoir.

**Model and equations**

With ħ = 1, for t > 0,

H = Σ_σ Σ_ij h⁰_ij c†_iσ c_jσ + U Σ_i n_i↑ n_i↓,
h⁰_11 = ε, h⁰_22 = −ε, h⁰_12 = h⁰_21 = −J.

The example has U = 1 J and ε = −0.25 J, which are round model values; times are in ħ/J. The initial state is a single determinant with both spins in the same orbital. It is uncorrelated, so the equations start at t = 0 without an imaginary-time branch. Spin symmetry holds throughout, and n_i is the density per spin. Define

G^>_ij(t,t') = −i⟨c_i(t)c†_j(t')⟩,
G^<_ij(t,t') = i⟨c†_j(t')c_i(t)⟩.

The equation of motion is

i∂_t G^≷(t,t') = [h⁰ + U n(t)] G^≷(t,t') + I^≷(t,t'),
I^≷(t,t') = ∫₀^t ds Σ^R(t,s)G^≷(s,t') + ∫₀^t' ds Σ^≷(t,s)G^A(s,t'),

where n is the diagonal matrix of densities. Second Born sets

Σ^≷_ij(t,t') = U² [G^≷_ij(t,t')]² G^≶_ji(t',t).

All three lines are the full G being computed. That is the meaning of self-consistent here.

**The exact motion: a few frequencies**

Expand the initial state in eigenstates of H with amplitudes a_k. Then

n₁(t) = Σ_kl a_k* a_l ⟨k|n₁|l⟩ exp[i(E_k−E_l)t].

Collecting equal frequencies gives n₁(t) = n̄ + Σ_ν b_ν e^(iνt), a finite sum with ν ≠ 0. Averaging |n₁−n̄|² over a long time removes the cross terms and leaves Σ|b_ν|². If n₁ settled, this average would vanish, and every b_ν with it. The exact density therefore cannot settle unless it is constant from the start.

The released pair lives in three singlet states: both electrons on site 1, both on site 2, and one on each. Three levels have three differences. Diagonalization gives 1.7147, 2.5404 and 4.2551 J/ħ, the last being the sum of the first two. The long-time mean is n̄ = 0.556. A scan of the exact density from t = 5 to 2000 finds a return to 1.0000, to four decimals, near t = 1096.

**First contribution: the mean field**

Drop I. The pair then stays in one orbital, with density matrix ρ. Let z = n₁−n₂ and x = 2 Re ρ₁₂. Since n₁+n₂ = 1, the conserved energy is

E = 2εz − 2Jx + U(1+z²)/2.

The state is a point on a unit sphere and moves along a curve of constant E. A stationary point needs zero imaginary part of ρ₁₂, so put x = cos θ, z = sin θ. Setting dE/dθ = 0 and dividing by cos θ gives

U sin θ + 2ε + 2J tan θ = 0.

The derivative of the left side is U cos θ + 2J/cos²θ, which is positive on both half circles when U < 2J. There is one root on each, hence one minimum and one maximum of E and no saddle. Every other constant-energy curve is a closed loop traversed in a finite time. The mean-field density is periodic, so the mean field supplies no damping.

**Second contribution: collisions with undressed lines**

Now keep the second-order diagram, but build it from the mean-field functions. Let ψ_o be the filled orbital and ψ_u the empty one:

G^>_ij = −i ψ_u,i(t)ψ*_u,j(t'),
G^<_ij = i ψ_o,i(t)ψ*_o,j(t').

Inserting these, with (−i)²(i) = −i and (i)²(−i) = i, gives

Σ^>_ij = −i V_i(t)V_j*(t'), V_i = U ψ_u,i² ψ*_o,i,
Σ^<_ij = i W_i(t)W_j*(t'), W_i = U ψ_o,i² ψ*_u,i.

These are the self-energies of one empty and one filled auxiliary level at zero energy. To see it, let an auxiliary amplitude χ obey iχ̇ = Σ_j V_j*ψ_j. Then

χ(t) = χ(0) − i∫₀^t ds Σ_j V_j*(s)ψ_j(s).

Put into iψ̇_i = (hψ)_i + V_iχ, the integral produces the kernel −iV_i(t)V_j*(s), which is the contribution of V to Σ^R = Σ^>−Σ^< for t > s. The χ(0) term injects particles if the level is initially filled, which is the role of Σ^<.

Collisions with undressed lines thus turn the dimer into four levels with unitary evolution. The mean field is periodic, and ψ_o, ψ_u are periodic up to phases linear in time. Those phases can be absorbed into the auxiliary energies. A four-level problem with a periodic Hamiltonian remains, and by Floquet's theorem its density is quasiperiodic.

Runge-Kutta integration confirms how little is lost: the rms oscillation of n₁ about its window mean is 0.284 for t = 0 to 50 and 0.286 for t = 150 to 200. The interaction, the initial state and the second-order diagram are those of the full calculation; the lines in Σ and the density in the mean field come from the mean-field solution. A collision term by itself does not make the density settle.

**Third contribution: dressing the lines**

Next, use the four-level G to build a new Σ, and repeat. If a generation has o filled and o empty orbitals, the empty auxiliary levels of the next have couplings

U ψ_u,i ψ_u',i ψ*_o,i,

with an extra factor √2 when u ≠ u', because both orders occur in the square. There are o(o+1)/2 pairs and o choices of the third line. Filled levels are equally many. The next generation has

2 + o²(o+1)

levels, half of them filled. Starting from o = 1, the sizes are 2, 4, 14, 394, and they continue to grow.

Self-consistency is the limit of this sequence. Successive retarded functions differ by

G^R_(k+1) − G^R_k = G^R_(k+1) (δh + δΣ^R) G^R_k,

where δh and δΣ come from the preceding difference. Each generation is unitary, so its functions are bounded. The lesser function, G^Rρ(0)G^A with its factor i plus G^RΣ^<G^A, is controlled in the same way. If D_k(t) is the largest difference with both times below t, then up to a fixed time T

D_(k+1)(t) ≤ K_T ∫₀^t ds D_k(s).

Repeated integration gives a factor (K_T t)^m/m! after m steps, so the sequence converges at every finite time. It need not converge uniformly over infinite time, and this is where damping can enter.

Generations 0 to 3 first depart from the self-consistent density by more than 0.03 near t = 1.0, 1.7, 2.7 and 4.7. Each larger bath follows it longer. Every generation is a finite unitary system, but the number of levels grows without limit along the sequence that leads to the self-consistent solution.

**Fourth contribution: partial filling**

An unlimited bath can damp a level if its spectrum is continuous around the level's own frequency. Isolated bath lines only shift or split the level. What can be shown here is that self-consistency does not let a partly filled level stay sharp. Suppose that at late times G^≷ and the mean field have become stationary. The spectral weights of iG^> and −iG^< are positive matrices, a property inherited from the unitary generations. Suppose further that a sharp nondegenerate level survives at ω₀, with normalized vector v, weight Z and filling f. Its empty and filled parts are

P = (1−f)Z vv†, N = fZ vv†.

In Σ^> frequencies combine as ω₁+ω₂−ω₃. Taking all three from the same level returns ω₀+ω₀−ω₀ = ω₀. The weight there is

U² P_ij² N_ji = U²Z³(1−f)²f w_i w_j*, w_i = v_i|v_i|².

Σ^< gives the same with f²(1−f). Because (1−f)²f + f²(1−f) = f(1−f), the self-energy has at ω₀ a pole of residue S with

v†Sv ≥ U²Z³ f(1−f) (Σ_i|v_i|⁴)².

The sign is ≥ because other combinations that land on ω₀ add positive matrices. One example is this level with a second, partly filled level used once as empty and once as filled.

Dyson's equation forbids this. Set z = ω₀+iη in

[z − h − Σ^R(z)] G^R(z) = 1

and multiply by (iη)². As η → 0, iηG^R → Z vv† and iηΣ^R → S. The terms with z − h vanish, as does the right side, leaving S vv† = 0. Hence v†Sv = 0, which contradicts the bound if 0 < f < 1.

A stationary self-consistent second-Born solution therefore cannot contain a sharp, nondegenerate, partly filled level. A completely filled or empty level escapes this argument, since f(1−f) = 0. This is where the drive matters: it creates partial filling.

To size the effect, take the Hartree-Fock ground-state orbitals of the interacting dimer and project the initial orbital on the upper one. The released pair has f = 0.417 there. A weak drive, in which the ground orbital is rotated towards the upper one by 0.1 rad, has f = sin²(0.1) = 0.010. With Z = 1 the level's own contribution to the pole strength, which is the lower bound above, is

strong: 0.064 J²,
weak: 0.0026 J²,

a ratio of about 25. Combinations with the other orbital raise the totals to 0.18 and 0.0073 J²; the ratio is unchanged, since every term is proportional to f(1−f). These are rough estimates. The moving state is not stationary, and the fillings are those at t = 0. The Hartree-Fock determinant is not an eigenstate of H, so the build-up of correlation also occupies the upper orbital: in the exact motion its time-averaged occupation is 0.027 with no rotation, about 0.04 after the weak drive and 0.44 after the strong one. With these averages the ratio would be about 6.5. Part of that occupation is ordinary ground-state correlation and not partial filling of a sharp level, so only the ordering of the two drives should be trusted.

The two-time solutions agree with this ordering. For t = 20 to 40 the second-Born rms oscillation, divided by the exact one for the same drive, is about 0.07 after the strong drive and about 0.9 after the weak one (0.86 at the step used, uncertain by a few hundredths). The weak ratio is already somewhat below one for t = 0 to 20, so its shortfall need not all be damping. U, ε and the time window are the same in both.

**What the missing diagrams would do: one site**

A single half-filled site has an exact solution in closed form, against which the error can be followed order by order. Let

H = U(n_↑−½)(n_↓−½),

with each spin independently present with probability ½. An up electron has frequency U/2 or −U/2, according to whether the down electron is there. The exact memory function is

f(t) = ⟨{c(t),c†(0)}⟩ = cos(Ut/2).

(Here f is a function of time, no longer a filling.) In second Born the mean field cancels, and G^> = −if/2, G^< = if/2 solve the equations: Σ^< is −½(Σ^>−Σ^<) just as G^< is −½(G^>−G^<), so the lesser equation reduces to the retarded one. The self-energy is

Σ^>−Σ^< = −i(U²/4)f³.

With G^R = −if for t > 0, i∂_tG^R = f' and the product of the two factors −i is −1:

f'(t) = −(U²/4)∫₀^t ds f³(t−s) f(s).

Replace f³ by 1, which means undressed lines. Differentiating gives f'' = −(U²/4)f, whose solution is cos(Ut/2). The undressed diagram is exact here; dressing it spoils the result.

Let x = Ut/2. Through second order f = 1−x²/2 and f³ = 1−3x²/2, so

f'(x) = −∫₀^x ds [1 − 3(x−s)²/2 − s²/2]
= −x + x³/2 + x³/6,

f = 1 − x²/2 + x⁴/8 + x⁴/24.

The term x⁴/24 belongs to the exact cosine. The term x⁴/8 comes from dressing the three lines. The skeleton diagrams omitted by second Born, which contain the vertex corrections, must together supply −x⁴/8. Second Born keeps the dressing and drops its cancellation.

The long-time consequence can be proved. A sharp frequency of weight m in f would put weight of at least (U²/4)m³ at the same frequency in Σ, which Dyson's equation again forbids. The spectrum of f has no sharp lines, and by Wiener's theorem the long-time average of f² is zero. Numerical integration shows rapid decay:

x = 1: exact 0.540, second Born 0.627
x = 2: exact −0.416, second Born 0.190
x = 4: exact −0.654, second Born −0.004

The iteration also shows how the spectrum fills. A self-energy with M poles gives a G with M+1. From one line at zero frequency, the first pass gives lines at ±U/2, the exact answer. Their triple sums are ±U/2 and ±3U/2, so the next G has five lines, and the one after that has 26. The largest single weight runs 1, 0.50, 0.56, 0.33. It does not fall at every pass, although no sharp line survives in the limit.

**Weighing the contributions in the dimer**

The two-time equations were solved with a second-order predictor-corrector scheme and a step of 0.1. The density on site 1 after the strong drive is

t = 1: exact 0.330, second Born 0.328
t = 3: exact 0.690, second Born 0.884
t = 8: exact 0.675, second Born 0.518
t = 16: exact 0.171, second Born 0.438
t = 30: exact 0.809, second Born 0.518
t = 40: exact 0.843, second Born 0.504

Early on the approximation is good; by t = 3 it errs by 0.19. Between t = 30 and 40 the exact rms oscillation is 0.243 and the second-Born one 0.006. Halving the step changes the density by at most 0.004 up to t = 20, so the small residual should be read as an order of magnitude.

The second-Born mean over t = 30 to 40 is 0.509 (0.508 with half the step), against the exact long-time mean 0.556. The steady density is thus not the exact motion with its oscillation averaged away; its value is also different.

The loss of memory is visible in A = i(G^>−G^<), which equals the unit matrix at equal times. Take the root of the summed squared elements of A(40,t'), divided by √2 so that it starts at 1. Its rms over lags of 20 to 40 is 0.74 in the exact solution and about 10⁻⁵ in second Born. This bears on the density through

G^<(t,t) = G^R(t,0)G^<(0,0)G^A(0,t) + ∫∫ ds ds' G^R(t,s)Σ^<(s,s')G^A(s',t).

Once G^R(t,0) has died, the first term is gone, and the initial orbital acts only through what the recent self-energies and mean field have retained.

Loss of particles or energy is not the cause. With g = G^>_ij(t,s) and l = G^<_ij(t,s), and with G_ji(s,t) = −G_ij(t,s)*,

tr I^<(t,t) = U² Σ_ij ∫₀^t ds [g²(l*)² − l²(g*)²].

The bracket is a number minus its conjugate, hence imaginary. The particle number changes through tr(I^<+I^<†), which is zero. For the energy, compare the exact equation of motion of c_i with the one above at equal times:

U⟨n_i↑n_i↓⟩ = U n_i² − i I^<_ii(t,t).

The initial energy is 2ε+U = 0.50 J, and the computed total stays within 0.007 J of it. At late times the last term, summed over sites, averages 0.081 J. The mean-field interaction is

U(0.509²+0.491²) = 0.500 J,

and the site energy is 2ε(0.509−0.491) = −0.009 J. The balance leaves about −0.07 J for hopping. Since the hopping energy is −4J Re ρ₁₂, Re ρ₁₂ is only about 0.02. The imaginary part sets the current: each diagonal element of I^<(t,t) is imaginary, by the same bracket as above, so collisions drop out and dn₁/dt = 2J Im ρ₁₂. It is small because the density is nearly constant. The one-body density matrix is close to half the unit matrix: the energy is still there, but the coherence that drives the swing has nearly gone.

The weights are now clear for this model. The mean field gives no damping. Second-order collisions with undressed lines give none either. Feeding the dressed lines back supplies the unlimited bath. The pole estimate and the two drives indicate that it acts more strongly when the levels are further from completely filled or empty.

**Where the argument stops**

The theorem on sharp levels assumes a stationary solution; it does not prove that every driven cluster reaches one. For the dimer, settling is a numerical result up to t = 40. The weakly driven dimer keeps most of its oscillation over the same time, and whether it settles later was not computed. If macroscopic leads are attached, the exact self-energy itself can have a continuous spectrum, and damping can be physical. A decaying second-Born density then does not show by itself which part of the decay is real. Removing the leads and repeating the run is a direct way to expose the artificial part of the isolated cluster, though its size need not stay the same when the leads are restored.
